# Substrate Conductivity from the Logarithmic Response of a Finite-Width Line Heater: a numerical check

```python
"""Line heater on a half-space: slope of temperature against ln(frequency).

Result under test: for b << delta << L the width-averaged temperature amplitude is
    T = P'/(pi k) * [-ln(q b) + 3/2 - gamma],   d Re T / d ln(Omega) = -P'/(2 pi k).
Symbols: b half-width, L length, k conductivity, C volumetric heat capacity,
D = k/C, Omega = 2*omega heating angular frequency, omega current angular frequency,
q = sqrt(i Omega/D), delta = sqrt(D/Omega), W = Omega b^2/D, P' power per length.
Dimensionless response G = pi k T / P'; kappa = q b; lengths in units of b.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import kv

gamma = np.euler_gamma


def unit_gauss(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * w


# Separation s of two random points of the strip; s = 2u^4 tames the log at s = 0.
u, wu = unit_gauss(80)
sep = 2 * u**4
sep_weight = (2 - sep) / 2 * 8 * u**3 * wu
t_node, t_weight = unit_gauss(300)


def kappa_of(W):
    return np.sqrt(1j * W)


def infinite_line(kappa):
    """Strip average of the line-source field K0."""
    return np.sum(sep_weight * kv(0, kappa * sep))


def finite_line(kappa, length):
    """Average of the point-source field over a rectangle; y = s*sinh(t)."""
    t_max = np.arcsinh(length / sep)
    t = t_max[:, None] * t_node
    s = sep[:, None]
    field = np.exp(-kappa * s * np.cosh(t)) * (1 - s * np.sinh(t) / length)
    return np.sum(sep_weight * t_max * (field @ t_weight))


def spectral(kappa, back_factor=lambda m: 1.0):
    """Fourier integral over surface wavenumber, with the mean tail added."""
    edges = np.concatenate(([0], np.geomspace(1e-3, 1, 16), np.arange(2, 201)))
    x, w = unit_gauss(16)
    width = np.diff(edges)[:, None]
    lam = edges[:-1, None] + width * x
    m = np.sqrt(lam**2 + kappa**2)
    value = np.sum(width * w * (np.sin(lam) / lam)**2 * back_factor(m) / m)
    return value + 1 / (4 * edges[-1]**2)


def log_law(kappa):
    return -np.log(kappa) + 1.5 - gamma


def slope(function, W, step=0.05):
    up = function(kappa_of(W * np.exp(step))).real
    down = function(kappa_of(W * np.exp(-step))).real
    return (up - down) / (2 * step)


# Finite-volume solution of the heat equation in the plane (k = b = P' = 1).
def growing_cells(first, ratio, extent):
    count = int(np.ceil(np.log(1 + extent * (ratio - 1) / first) / np.log(ratio)))
    return first * ratio**np.arange(count)


def conduction_matrix(cells):
    g = 2 / (cells[:-1] + cells[1:])
    main = np.concatenate((g, [0])) + np.concatenate(([0], g))
    return diags([-g, main, -g], [-1, 0, 1])


n_heater = 40
dx = np.concatenate((np.full(n_heater, 1 / n_heater),
                     growing_cells(1 / n_heater, 1.08, 800)))
dz = growing_cells(0.02, 1.08, 800)


def grid_response(W):
    matrix = (kron(conduction_matrix(dx), diags(dz))
              + kron(diags(dx), conduction_matrix(dz))
              + 1j * W * kron(diags(dx), diags(dz))).tocsc()
    heat = np.zeros((len(dx), len(dz)), complex)
    heat[:n_heater, 0] = 0.5 * dx[:n_heater]
    field = spsolve(matrix, heat.ravel()).reshape(heat.shape)
    surface = field[:n_heater, 0] + 0.5 * dz[0] / 2
    return np.pi * np.sum(surface * dx[:n_heater])


W_grid = np.array([2.5e-4, 2.5e-3])
G_grid = np.array([grid_response(W) for W in W_grid])
G_exact = np.array([infinite_line(kappa_of(W)) for W in W_grid])
# Tolerances reflect the 8 percent growth of neighbouring cells.
assert np.max(abs(G_grid - G_exact)) < 0.02
grid_slope = (G_grid[1] - G_grid[0]).real / np.log(W_grid[1] / W_grid[0])
assert abs(grid_slope + 0.5) < 0.005

# Spectral form, low-frequency expansion and slope.
for W in (0.01, 0.1):
    kap = kappa_of(W)
    G = infinite_line(kap)
    assert abs(spectral(kap) - G) < 1e-5
    second = kap**2 / 6 * (19 / 12 - gamma - np.log(kap))
    assert abs(G - log_law(kap) - second) < 0.2 * W**2
assert abs(slope(infinite_line, 0.01) - (-0.5 + np.pi * 0.01 / 24)) < 5e-5

# Edge-peaked flux: isothermal strip, same logarithm, constant ln 4.
kap = kappa_of(1e-4)
for x in (0.0, 0.6):
    def integrand(angle):
        return kv(0, kap * abs(x - np.sin(angle))).real / np.pi
    centre = np.arcsin(x)
    value = (quad(integrand, -np.pi / 2, centre, limit=200)[0]
             + quad(integrand, centre, np.pi / 2, limit=200)[0])
    assert abs(value - (-np.log(kap) + np.log(4) - gamma).real) < 1e-3

# Finite length: end correction, static saturation, slope.
ratio_L = 2000.0
kap = kappa_of(0.01)
end_term = np.sum(sep_weight * np.exp(-kap * sep)) / (kap * ratio_L)
assert abs(finite_line(kap, ratio_L) - infinite_line(kap) + end_term) < 1e-6
static = finite_line(0.0, ratio_L)
assert abs(static - np.log(ratio_L) - 0.5 - 2 / (3 * ratio_L)) < 1e-5
W = 0.003
predicted = -0.5 + np.pi * W / 24 + 1 / (2 * np.sqrt(2 * W) * ratio_L)
assert abs(slope(lambda z: finite_line(z, ratio_L), W) - predicted) < 5e-5

# Finite thickness: insulated (+) and isothermal (-) back face against images.
thick = 20.0
order = np.arange(1, 7)
for sign in (1, -1):
    images = 2 * np.sum(sign**order * kv(0, 2 * order * kap * thick))
    direct = spectral(kap, lambda m: np.tanh(m * thick)**(-sign))
    assert abs(direct - infinite_line(kap) - images) < 3e-4

# Worked example, SI units.
k, C, b, L, d = 1.5, 1.5e6, 5e-6, 10e-3, 0.5e-3
R0, beta, I0 = 50.0, 3e-3, 20e-3
f1, f2 = 10.0, 100.0
D = k / C
V0 = I0 * R0
power_length = I0**2 * R0 / (2 * L)
scale = power_length / (np.pi * k)


def W_of(f):
    return 4 * np.pi * f * b**2 / D


def delta_of(f):
    return np.sqrt(D / (4 * np.pi * f))


def third_harmonic(f, current_peak, passes):
    """Sampled waveforms; one pass uses the cold resistance in the power."""
    n = 64
    current = current_peak * np.cos(2 * np.pi * np.arange(n) / n)
    response = np.zeros(n // 2 + 1, complex)
    for h in (0, 2, 4, 6):
        kap_h = np.sqrt(1j * 2 * np.pi * h * f * b**2 / D)
        response[h] = finite_line(kap_h, L / b) / (np.pi * k * L)
    resistance = np.full(n, R0)
    for _ in range(passes):
        power = current**2 * resistance
        rise = np.fft.irfft(response * np.fft.rfft(power), n)
        resistance = R0 * (1 + beta * rise)
    return 2 * np.fft.rfft(current * resistance)[3] / n


def inferred_k(current_peak, passes):
    drop = (third_harmonic(f1, current_peak, passes)
            - third_harmonic(f2, current_peak, passes)).real
    volts = current_peak * R0
    return beta * volts**3 * np.log(f2 / f1) / (8 * np.pi * L * R0 * drop)


T1, T2 = [scale * finite_line(kappa_of(W_of(f)), L / b) for f in (f1, f2)]
V31, V32 = [third_harmonic(f, I0, 1) for f in (f1, f2)]
assert abs(V31 / (0.5 * V0 * beta * T1) - 1) < 1e-9
assert abs(V32 / (0.5 * V0 * beta * T2) - 1) < 1e-9

k_cold = inferred_k(I0, 1)
half_log = 0.5 * np.log(f2 / f1)
width_term = np.pi * (W_of(f2) - W_of(f1)) / 24
length_term = (delta_of(f1) - delta_of(f2)) / (np.sqrt(2) * L)
bias = half_log / (half_log - width_term - length_term)
assert abs(k_cold / k - bias) < 2e-4

k_hot = inferred_k(I0, 12)
shift = k_hot / k_cold - 1
half_current = I0 / np.sqrt(2)
shift_half = inferred_k(half_current, 12) / inferred_k(half_current, 1) - 1
assert abs(shift / shift_half - 2) < 0.1
back_change = 2 * abs(kv(0, 2 * d * np.sqrt(1j) / delta_of(f1)))

print(f"conductivity k = {k:.3f} W/(m K)")
print(f"volumetric heat capacity C = {C:.3e} J/(m^3 K)")
print(f"diffusivity D = {D:.3e} m^2/s")
print(f"half-width b = {b*1e6:.1f} um; length L = {L*1e3:.1f} mm")
print(f"substrate thickness d = {d*1e3:.2f} mm")
print(f"cold resistance R0 = {R0:.1f} ohm; beta = {beta:.4f} 1/K")
print(f"peak current I0 = {I0*1e3:.1f} mA; peak voltage V0 = {V0:.3f} V")
print(f"power amplitude per length P' = {power_length:.4f} W/m")
print(f"temperature scale P'/(pi k) = {scale:.5f} K")
print(f"constant 3/2 - gamma = {1.5-gamma:.5f}")
print(f"ideal slope dReT/dln(f) = {-scale/2:.5f} K")
print(f"finite-volume slope of G (ideal -0.5) = {grid_slope:.5f}")
for W, g, e in zip(W_grid, G_grid, G_exact):
    print(f"W={W:.2e}: Re G grid {g.real:.4f}, integral {e.real:.4f}")
print("In-phase temperature in K: finite heater, infinite line, log law")
for f in (1.0, 10.0, 100.0, 1000.0, 10000.0):
    z = kappa_of(W_of(f))
    row = [scale * g.real for g in (finite_line(z, L / b), infinite_line(z), log_law(z))]
    print(f"f={f:7.0f} Hz: {row[0]:.5f}, {row[1]:.5f}, {row[2]:.5f}")
for f, T, V in ((f1, T1, V31), (f2, T2, V32)):
    print(f"f={f:.0f} Hz: delta = {delta_of(f)*1e6:.2f} um; W = {W_of(f):.6f}")
    print(f"  out-of-phase temperature Im T = {T.imag:.5f} K")
    print(f"  in-phase third harmonic = {V.real*1e3:.5f} mV (peak)")
print(f"log-law out-of-phase temperature = {-scale*np.pi/4:.5f} K")
print(f"half log of frequency ratio = {half_log:.5f}")
print(f"width correction to G difference = {width_term:.5f}")
print(f"length correction to G difference = {length_term:.5f}")
print(f"predicted k_app/k = {bias:.5f}")
print(f"simulated k_app/k, cold power = {k_cold/k:.5f}")
print(f"k_app, cold power = {k_cold:.5f} W/(m K)")
print(f"k_app, with resistance feedback = {k_hot:.5f} W/(m K)")
print(f"feedback shift of k_app = {100*shift:.3f} percent")
print(f"feedback shift at half power = {100*shift_half:.3f} percent")
print(f"static G for finite heater = {static:.5f}")
print(f"static rise for mean power = {scale*static:.4f} K")
print(f"back-face change |2 K0(2qd)| at {f1:.0f} Hz = {back_change:.2e}")
print("all tests passed")
```

Output:

```
conductivity k = 1.500 W/(m K)
volumetric heat capacity C = 1.500e+06 J/(m^3 K)
diffusivity D = 1.000e-06 m^2/s
half-width b = 5.0 um; length L = 10.0 mm
substrate thickness d = 0.50 mm
cold resistance R0 = 50.0 ohm; beta = 0.0030 1/K
peak current I0 = 20.0 mA; peak voltage V0 = 1.000 V
power amplitude per length P' = 1.0000 W/m
temperature scale P'/(pi k) = 0.21221 K
constant 3/2 - gamma = 0.92278
ideal slope dReT/dln(f) = -0.10610 K
finite-volume slope of G (ideal -0.5) = -0.50024
W=2.50e-04: Re G grid 5.0739, integral 5.0698
W=2.50e-03: Re G grid 3.9221, integral 3.9188
In-phase temperature in K: finite heater, infinite line, log law
f=      1 Hz: 1.04745, 1.05162, 1.05161
f=     10 Hz: 0.80611, 0.80738, 0.80730
f=    100 Hz: 0.56349, 0.56385, 0.56299
f=   1000 Hz: 0.32667, 0.32674, 0.31867
f=  10000 Hz: 0.13242, 0.13243, 0.07436
f=10 Hz: delta = 89.21 um; W = 0.003142
  out-of-phase temperature Im T = -0.16490 K
  in-phase third harmonic = 1.20917 mV (peak)
f=100 Hz: delta = 28.21 um; W = 0.031416
  out-of-phase temperature Im T = -0.16320 K
  in-phase third harmonic = 0.84524 mV (peak)
log-law out-of-phase temperature = -0.16667 K
half log of frequency ratio = 1.15129
width correction to G difference = 0.00370
length correction to G difference = 0.00431
predicted k_app/k = 1.00701
simulated k_app/k, cold power = 1.00695
k_app, cold power = 1.51043 W/(m K)
k_app, with resistance feedback = 1.49357 W/(m K)
feedback shift of k_app = -1.117 percent
feedback shift at half power = -0.559 percent
static G for finite heater = 8.10124
static rise for mean power = 1.7191 K
back-face change |2 K0(2qd)| at 10 Hz = 2.68e-04
all tests passed
```
